# Barrier lowering by gap narrowing and the resistivity of a tunnelling contact

**The question**

A metal silicide contacts n-type (100) silicon at zero bias. The silicon is doped so heavily that electrons cross the depletion barrier by tunnelling near the Fermi level. The barrier $\phi$ is the height of the conduction-band edge at the interface above the metal's Fermi level. Gap narrowing lowers it from 0.60 eV to 0.55 eV, while the active donor density $N$ and the tunnelling mass $m$ stay fixed. The characteristic tunnelling energy is

$$E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}=0.12\ \text{eV},$$

where $q$ is the elementary charge and $\varepsilon$ the permittivity of silicon. Rough typical parameters are $\varepsilon=11.7\,\varepsilon_0$ and, for the valleys that tunnel most easily, $m=0.19\,m_e$. Energies in formulas are in joules; numerical values are quoted in eV.

## (a) Find the barrier profile. Which part of the gap narrowing lowers $\phi$?

**Answer.** Let the interface be at $x=0$ and the silicon at $x>0$. Measure energy from the Fermi level, which is common to both sides at zero bias. In the bulk the conduction edge lies at $-\xi$, so $\xi>0$ means a degenerate semiconductor.

Assume that the layer $0<x<W$ is fully depleted, with uniform charge density $qN$. Poisson's equation for the potential $\psi$ is $\psi''=-qN/\varepsilon$. An electron has charge $-q$, so the band edge follows $-q\psi$ and

$$E_c''(x)=\frac{q^2N}{\varepsilon}.$$

At $x=W$ the field vanishes and the edge has its bulk value: $E_c'(W)=0$ and $E_c(W)=-\xi$. Integrating twice gives

$$E_c(x)=\frac{q^2N}{2\varepsilon}(W-x)^2-\xi .$$

The condition $E_c(0)=\phi$ then fixes the width:

$$W=\sqrt{\frac{2\varepsilon(\phi+\xi)}{q^2N}} .$$

Gap narrowing is shared between a fall of the conduction edge and a rise of the valence edge. The electron barrier falls by the shift of the conduction edge at the interface, relative to the metal's Fermi level. The stated 0.05 eV is this shift, called $D$ below, and not the whole narrowing. If the edge moved in the neutral bulk but stayed put at the interface, $\phi$ would not change.

The shift is taken as rigid throughout the silicon. The electron density in the bulk is fixed by the doping, so $\xi$ is unchanged, and the band bending $\phi+\xi$ falls by $D$.

## (b) Neglect $\xi$ and find the WKB tunnelling exponent at the Fermi level.

**Answer.** The WKB transmission, to leading exponential order, is $e^{-S}$ with

$$S=\frac{2}{\hbar}\int_0^W\sqrt{2mE_c(x)}\,dx .$$

The factor 2 appears because transmission is the square of an amplitude. For $\xi=0$ the square root is linear in $x$:

$$\sqrt{2mE_c}=\sqrt{2m\,\frac{q^2N}{2\varepsilon}}\,(W-x)=q\sqrt{\frac{mN}{\varepsilon}}\,(W-x).$$

The integral of $W-x$ is $W^2/2$, and $W^2=2\varepsilon\phi/(q^2N)$. Hence

$$S=\frac{2q}{\hbar}\sqrt{\frac{mN}{\varepsilon}}\;\frac{1}{2}\;\frac{2\varepsilon\phi}{q^2N}
=\frac{2\phi}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{\phi}{E_{00}} .$$

The exponent is proportional to $\phi$, not to $\sqrt\phi$. A higher barrier increases the decay rate as $\sqrt\phi$, and at fixed doping it also widens the barrier as $\sqrt\phi$.

## (c) By what factor does the contact resistivity change?

**Answer.** The specific contact resistivity $\rho_c$ is the inverse of the zero-bias conductance per unit area. When the current flows near the Fermi level, that conductance is proportional to the transmission there, so

$$\rho_c=C\,e^{\phi/E_{00}} .$$

Treat $C$ as constant for now; part (e) examines this. Dividing the value before by the value after gives

$$\frac{\rho_c(\phi)}{\rho_c(\phi-D)}=\exp\!\left(\frac{\phi-(\phi-D)}{E_{00}}\right)=e^{D/E_{00}} .$$

With the given numbers,

$$\frac{D}{E_{00}}=\frac{0.05}{0.12}=0.417,\qquad e^{0.417}=1.52 .$$

The resistivity is divided by about 1.5, which is a fall of 34 percent. The starting barrier cancels: the exponent goes from 5.00 to 4.58, and the difference alone matters. The linear estimate $1+D/E_{00}=1.42$ is too small, because $D$ is not small compared with $E_{00}$.

## (d) Find the doping. How does a non-zero $\xi$ alter the factor?

**Answer.** Solving the definition of $E_{00}$ for $N$ gives

$$N=\left(\frac{2E_{00}}{q\hbar}\right)^2m\varepsilon .$$

Here $E_{00}/q=0.12$ V, $m=1.73\times10^{-31}$ kg and $\varepsilon=1.036\times10^{-10}$ F/m, so

$$N=\left(\frac{0.24}{1.055\times10^{-34}}\right)^2(1.73\times10^{-31})(1.036\times10^{-10})\ \text{m}^{-3},$$

which is $9.3\times10^{19}$ cm$^{-3}$. Filling silicon's six valleys with this density at 300 K, using Fermi–Dirac statistics and full ionisation, gives $\xi=0.061$ eV. The semiconductor is degenerate, and $\xi$ should be restored.

The barrier now ends where $E_c=0$, before $x=W$. Define $u=\sqrt{q^2N/(2\varepsilon)}\,(W-x)$, so that $E_c=u^2-\xi$. The variable $u$ runs from $\sqrt\xi$ at the turning point to $\sqrt{\phi+\xi}$ at the metal. Since

$$\frac{2}{\hbar}\sqrt{2m}\,\sqrt{\frac{2\varepsilon}{q^2N}}=\frac{4}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{2}{E_{00}},$$

the exponent is

$$S=\frac{2}{E_{00}}\int_{\sqrt\xi}^{\sqrt{\phi+\xi}}\sqrt{u^2-\xi}\;du .$$

An antiderivative of the integrand is $\tfrac12\left[u\sqrt{u^2-\xi}-\xi\ln\left(u+\sqrt{u^2-\xi}\right)\right]$, as differentiation confirms. Inserting the limits gives

$$S=\frac{1}{E_{00}}\left[\sqrt{\phi(\phi+\xi)}-\xi\ln\frac{\sqrt{\phi+\xi}+\sqrt{\phi}}{\sqrt\xi}\right].$$

For $\xi\to0$ the logarithmic term vanishes and $S\to\phi/E_{00}$, as in part (b). For the two barriers,

$$S(0.60)=\frac{0.630-0.114}{0.12}=4.30,\qquad S(0.55)=\frac{0.580-0.111}{0.12}=3.91 .$$

With unrounded values the difference is 0.396, and the factor becomes $e^{0.396}=1.49$.

The reason for the small reduction follows from the derivative of $S$. In the integral for $S$, $\phi$ enters through the upper limit alone. The integrand there is $\sqrt\phi$, and the limit moves at the rate $1/(2\sqrt{\phi+\xi})$, so

$$\frac{dS}{d\phi}=\frac{1}{E_{00}}\sqrt{\frac{\phi}{\phi+\xi}} .$$

Seen from the bulk, the parabola does not change when $\phi$ falls at fixed doping. It is merely cut off sooner, so a strip beside the metal is removed. The width $W$ falls from 3.03 nm to 2.92 nm, and the strip is 0.117 nm thick. The decay constant there, at the mean height of 0.575 eV, is $\kappa=\sqrt{2m\times0.575\ \text{eV}}/\hbar=1.69$ nm$^{-1}$. The strip therefore contributes $2\times1.69\times0.117\approx0.40$ to the exponent. Although thin, it lies where the barrier is highest and the decay fastest. In the fully depleted profile, degeneracy increases the band bending and steepens the edge at the metal, so the same $D$ removes a thinner strip. Full depletion overstates this effect, as part (f) notes.

## (e) Electrons have a spread of energies. Is the constant prefactor justified, and when does the result fail?

**Answer.** Let $E$ now be the energy of motion normal to the interface, measured from the Fermi level. Assume that parallel momentum does not restrict entry into the metal. One valley has $m_\parallel/(\pi\hbar^2)$ parallel states per unit area and energy, spin included, where $m_\parallel$ is its density-of-states mass in the interface plane. Each contributes a current $q/(2\pi\hbar)$ per unit of normal energy, multiplied by the transmission $T(E)$ and the difference in occupation between the two sides.

A small voltage $V$ changes that difference by $qV(-\partial f/\partial E)$, where $f$ is the Fermi function. Integrating over the parallel energy turns $-\partial f/\partial E$ into $f(E)$. The voltage also alters $T$, but at zero bias this multiplies a vanishing difference in occupation. Summing over valleys,

$$\frac1{\rho_c}=\sum_{\text{valleys}}\frac{q^2m_\parallel}{2\pi^2\hbar^3}\int_{-\xi}^{\infty}T(E)f(E)\,dE .$$

Below the barrier top, $T=e^{-S(E)}$, where $S(E)$ is the formula of part (d) with $\phi\to\phi-E$ and $\xi\to\xi+E$. Above the top, $T=1$.

Four valleys have tunnelling mass $0.19\,m_e$. The other two have $0.92\,m_e$, so their $E_{00}$ is smaller by $\sqrt{0.19/0.92}$, and in the WKB approximation they carry about 0.2 percent of the current before the lowering. Numerical integration at 300 K gives

$$\rho_c:\quad 4.8\times10^{-8}\ \longrightarrow\ 3.3\times10^{-8}\ \Omega\,\text{cm}^2 ,$$

a factor of 1.48. At 400 K the factor is 1.47. The constant prefactor is therefore a good approximation in this case.

The WKB form itself can be compared with a numerical solution of the Schrödinger equation. Model the metal as a free-electron region whose band bottom lies 5 eV below the Fermi level, and keep $\psi$ and $\psi'/m$ continuous at the interface. The transmission at the Fermi level then rises from 0.034 to 0.049, a factor of 1.45. This is 3 percent below the WKB factor of 1.49. The model ignores the large parallel wavevector of the light valleys, and the 5 eV depth is an arbitrary choice: for depths from 0.5 to 10 eV the factor runs from 1.54 to 1.43. The transmission before the lowering is, however, about 2.5 times the WKB value $e^{-4.30}=0.0136$. Within this model, the factor is thus much less sensitive to the WKB approximation than the absolute resistivities above.

The result fails when tunnelling near the Fermi level no longer carries the current. Here $E_{00}/kT=0.12/0.0259=4.6$ at 300 K, and emission over the barrier is negligible. In the opposite limit of light doping, the barrier is so wide that $T\approx0$ below its top. The integral then reduces to

$$\int_\phi^\infty f(E)\,dE\approx\int_\phi^\infty e^{-E/kT}dE=kT\,e^{-\phi/kT},$$

and the factor becomes $e^{D/kT}=e^{0.05/0.0259}\approx6.9$ at 300 K. The same lowering helps a thermionic contact far more, because $kT$ has taken the place of the larger energy $E_{00}$.

## (f) Include the image force, and set the result beside a real contact.

**Answer.** An electron in the silicon is attracted to the metal by its image charge, which adds $-q^2/(16\pi\varepsilon x)$ to its energy. Differentiating the profile of part (a) gives the field at the interface before the lowering:

$$F=\frac{|E_c'(0)|}{q}=\frac{2(\phi+\xi)}{qW}=\frac{2\times0.661\ \text{V}}{3.03\ \text{nm}}=0.436\ \text{V/nm}=4.4\ \text{MV/cm}.$$

Near the metal, approximate the band edge as linear. The energy is then $\phi-qFx-q^2/(16\pi\varepsilon x)$. Setting its derivative to zero gives $x_m=\sqrt{q/(16\pi\varepsilon F)}$, where the two negative terms are equal. The top is therefore lowered by

$$2qFx_m=\sqrt{\frac{q^3F}{4\pi\varepsilon}}=0.23\ \text{eV}.$$

This is more than four times $D$, but it is present both before and after the gap narrowing. The top lies only $x_m\approx0.27$ nm from the metal, about an atomic spacing, so the classical image force is only a rough guide there. Keeping the full parabola and recalculating the WKB integral gives exponents of 3.57 and 3.15. The factor is $e^{0.413}=1.51$, close to the 1.49 found without the image force. The absolute resistivity changes more: the first exponent has dropped by 0.73, which lowers $\rho_c$ by a factor of about 2 at leading exponential order.

The parameters resemble those of a silicide contact to heavily doped n-type silicon, for which barriers near 0.6 eV, active doping around $10^{20}$ cm$^{-3}$ and resistivities of order $10^{-8}$ to $10^{-7}$ $\Omega\,$cm$^2$ are rough typical values. Several assumptions deserve caution. First, the parabolic mass is used up to 0.6 eV below the conduction edge, near the middle of silicon's 1.1 eV gap. In a simple two-band model the decay constant is multiplied by $\sqrt{1-E_c/E_d}$, where $E_d$ is the gap to the valence states that the decaying wave connects to. Silicon's 1.1 eV gap is indirect and is not the one to use here: the parallel wavevector of a light valley is kept during tunnelling, so $E_d$ is the direct gap at the valley, roughly 4 eV. At 0.575 eV the multiplier is then about 0.93, the strip of part (d) contributes about 0.37 instead of 0.40, and the factor falls only to about 1.44. In a direct-gap semiconductor with a 1.1 eV gap the multiplier would be about 0.7 and the factor about 1.3. Second, the layer is not fully depleted near its inner edge, where electrons offset part of the donor charge. This widens the barrier and raises the absolute exponent. With the electron density $n(E_c)$ kept in Poisson's equation, one integration gives $E_c'^2=(2q^2/\varepsilon)\left[N(E_c+\xi)-\int_{-\xi}^{E_c}n\,dE_c'\right]$. Near the metal this replaces $\xi$ in the slope by about 0.021 eV at 300 K. The first exponent rises from 4.30 to about 4.66, and the factor at the Fermi level becomes about 1.51, so most of the reduction found in part (d) disappears. Third, a cube of side $W$ contains on average only 2.6 donors, so the smooth charge density is strained and the local barrier must vary from place to place; its effect on the factor has not been calculated here. Finally, if the gap narrows because more donors are added, the doping is not fixed. Suppose that $N$ rises by 20 percent while $\phi$ falls by 0.05 eV. Then $E_{00}$ grows by $\sqrt{1.2}$ to 0.131 eV, and the simple exponent falls from 5.00 to $0.55/0.1315=4.18$. With $\xi$ neglected, the factor is then about 2.3, of which the barrier lowering is one part. The value of 1.5 describes the barrier lowering at fixed doping with a parabolic mass. The numerical output below lists the values for that case.

## Computed values

```
E00, light valleys: 0.120 eV
Barrier before: 0.600 eV
Barrier after: 0.550 eV
Barrier lowering: 0.050 eV
Relative permittivity: 11.7
Light and heavy masses: 0.19, 0.92 m_e
Active doping: 9.286e+19 cm^-3
kT at 300 K: 0.02585 eV
E00/kT at 300 K: 4.64
Simple exponent before: 5.0000
Simple exponent after: 4.5833
Exponent change D/E00: 0.4167
Simple resistivity ratio, before/after: 1.5169
Linear estimate of ratio: 1.4167
Simple fall in resistivity: 34.1 percent
Bulk Fermi energy xi at 300 K: 0.0611 eV
Depletion width before: 3.034 nm
Depletion width after: 2.917 nm
Strip removed beside metal: 0.117 nm
Degenerate WKB exponent before: 4.3013
Degenerate WKB exponent after: 3.9051
Slope dS/dphi before: 7.9388 per eV
Degenerate WKB ratio: 1.4861
Wave-equation transmission before: 3.4200e-02
Wave-equation transmission after: 4.9451e-02
Wave-equation ratio: 1.4460
Contact resistivity before, 300 K: 4.832e-08 ohm cm^2
Contact resistivity after, 300 K: 3.260e-08 ohm cm^2
Energy-integrated ratio, 300 K: 1.4821
Energy-integrated ratio, 400 K: 1.4720
Heavy-valley current share: 0.209 percent
Thermionic current share: 3.45e-07 percent
Interface field before: 4.36 MV/cm
Image-force lowering estimate: 0.232 eV
WKB exponent with image force, before: 3.5674
WKB exponent with image force, after: 3.1543
WKB ratio with image force: 1.5114
Mean donors in cube of side W: 2.59
```
